\section*{Neighbour triangles and their triple-dipole energy in a face-centred cubic crystal}

\section{Problem}

Identical molecules sit at rest on a face-centred cubic (fcc) lattice with neighbour distance $r$. Each has an isotropic polarizability and no permanent dipole. Besides the pair attraction $-C_6/r^6$, three such molecules have a joint dispersion energy, the Axilrod-Teller energy
\begin{equation}
E_3=C_9\,\frac{1+3\cos\theta_1\cos\theta_2\cos\theta_3}{r_{12}^3r_{23}^3r_{31}^3},
\qquad C_9>0,
\label{at}
\end{equation}
where $\theta_i$ is the interior angle at molecule $i$.

\begin{enumerate}
\item How many triangles with all three sides equal to $r$ are there per molecule?
\item What is their total energy per molecule, in units of $C_9/r^9$, and what is its sign?
\item How large is it for crystalline methane, and how does it compare with the terms left out?
\end{enumerate}

A triangle is shared by three molecules, so ``per molecule'' means the number of distinct triangles divided by the number of molecules, with surfaces ignored.

\section{First estimate by scaling}

Each side brings a dipole field falling as $r^{-3}$, so one triangle has an energy of order $C_9/r^9$. Take its numerical factor as one.

For the count, treat the 12 neighbours of a molecule as points scattered at random on a sphere of radius $r$. Two of them are no farther apart than $r$ if their directions differ by at most $60^\circ$. A cap of that half-angle covers the fraction $(1-\cos60^\circ)/2=1/4$ of the sphere. Each neighbour therefore has about $11/4$ of the other 11 within reach. This gives $12\times(11/4)/2=16.5$ triangles containing the central molecule, the 2 removing the double count of neighbour pairs. Division by three gives 5.5 per molecule, and
\begin{equation}
E_{\rm est}\approx+5.5\,C_9/r^9 .
\end{equation}

The size relative to the pair energy also follows by scaling. $C_6$ contains two polarizabilities and $C_9$ three, so $C_9/C_6\sim\alpha$, and the triple energy is smaller than the pair energy by a factor of order $\alpha/r^3$.

\section{Exact solution}

\subsection{Origin of the triple energy}

Use atomic units with $\hbar=1$. Represent each molecule by isotropic oscillators $a$ with coordinates $\mathbf q_a$, frequencies $\omega_a$, unit mass and dipole $\boldsymbol\mu=\sum_a g_a\mathbf q_a$. Their polarizability at imaginary frequency is
\begin{equation}
\alpha(i\omega)=\sum_a\frac{g_a^2}{\omega_a^2+\omega^2}.
\end{equation}
This representation suffices for (\ref{at}): in a triple term each molecule takes part in two of the three couplings, so its linear response is all that enters.

The dipoles interact through $\frac12\sum_{i\ne j}\boldsymbol\mu_iT_{ij}\boldsymbol\mu_j$ with
\begin{equation}
T_{ij}=\frac{1-3\,\mathbf n_{ij}\mathbf n_{ij}}{r_{ij}^3},\qquad T_{ii}=0,
\end{equation}
where $\mathbf n_{ij}$ is the unit vector from $i$ to $j$. Let $W$ be the diagonal matrix of the $\omega_a$, and let $G$ carry dipoles to oscillator coordinates. The squared normal frequencies $\Omega_k^2$ are the eigenvalues of $W^2+GTG^{\mathsf T}$. The interaction energy is the change of zero-point energy, $\frac12\sum_k(\Omega_k-\omega_k)$. Since $\int_0^\infty 2x\,d\omega/(\omega^2+x^2)=\pi$, integration over $x$ gives
\begin{equation}
\int_0^\infty\ln\frac{\omega^2+\Omega^2}{\omega^2+\omega_0^2}\,d\omega=\pi(\Omega-\omega_0).
\end{equation}
The sum of logarithms is the logarithm of a ratio of determinants, and $\det(1+AB)=\det(1+BA)$ moves $G$ to the other side:
\begin{align}
E&=\frac1{2\pi}\int_0^\infty\ln\det\!\left[1+(\omega^2+W^2)^{-1}GTG^{\mathsf T}\right]d\omega\nonumber\\
&=\frac1{2\pi}\int_0^\infty\ln\det\left[1+\alpha(i\omega)T\right]d\omega ,
\label{logdet}
\end{align}
because $G^{\mathsf T}(\omega^2+W^2)^{-1}G=\alpha(i\omega)$.

Now expand
\begin{equation}
\ln\det(1+\alpha T)=\alpha\,{\rm tr}\,T-\tfrac12\alpha^2\,{\rm tr}\,T^2+\tfrac13\alpha^3\,{\rm tr}\,T^3-\dots
\end{equation}
The first term vanishes. For a pair, ${\rm tr}\,T^2=2(1+1+4)/r^6=12/r^6$, so the second term gives $-C_6/r^6$ with $C_6=(3/\pi)\int_0^\infty\alpha^2d\omega$.

For three molecules, ${\rm tr}\,T^3$ is a sum over closed walks of three steps. There are three starting points and two directions. All six walks have the same trace, by cyclic order and transposition. Hence
\begin{equation}
E_3=\frac1{2\pi}\cdot\frac13\cdot6\int_0^\infty\!\alpha^3d\omega\;{\rm tr}(T_{12}T_{23}T_{31})
=\frac1\pi\int_0^\infty\!\alpha^3d\omega\;{\rm tr}(T_{12}T_{23}T_{31}).
\label{walk}
\end{equation}

Write $\mathbf u=\mathbf n_{12}$, $\mathbf v=\mathbf n_{23}$, $\mathbf w=\mathbf n_{31}$. Multiplying out,
\begin{align}
&{\rm tr}[(1-3\mathbf{uu})(1-3\mathbf{vv})(1-3\mathbf{ww})]\nonumber\\
&=3-9+9[(\mathbf u\!\cdot\!\mathbf v)^2+(\mathbf v\!\cdot\!\mathbf w)^2+(\mathbf w\!\cdot\!\mathbf u)^2]
-27(\mathbf u\!\cdot\!\mathbf v)(\mathbf v\!\cdot\!\mathbf w)(\mathbf w\!\cdot\!\mathbf u).
\end{align}
The vectors run head to tail, so each scalar product is minus the cosine of an interior angle. With $c_i=\cos\theta_i$ and $P=c_1c_2c_3$, the last term becomes $+27P$.

The squares are removed with $\theta_3=\pi-\theta_1-\theta_2$, which gives $c_3+c_1c_2=\sin\theta_1\sin\theta_2$. Squaring both sides,
\begin{equation}
c_3^2+2P+c_1^2c_2^2=(1-c_1^2)(1-c_2^2)
\;\Rightarrow\; c_1^2+c_2^2+c_3^2=1-2P .
\end{equation}
The trace is therefore $-6+9(1-2P)+27P=3(1+3P)$. Equation (\ref{walk}) becomes (\ref{at}), with $C_9=(3/\pi)\int_0^\infty\alpha^3d\omega$. This is positive because $\alpha(i\omega)>0$.

\subsection{One equilateral triangle}

All angles are $60^\circ$, so $P=1/8$ and
\begin{equation}
E_\triangle=\left(1+\frac38\right)\frac{C_9}{r^9}=\frac{11}{8}\frac{C_9}{r^9}.
\end{equation}

\subsection{The count}

In units of $r/\sqrt2$ the neighbours of the origin are the 12 vectors $(\pm1,\pm1,0)$, $(\pm1,0,\pm1)$, $(0,\pm1,\pm1)$, each of squared length 2. Choose $\mathbf d=(1,1,0)$. A neighbour $\mathbf n$ of the origin is also a neighbour of $\mathbf d$ if
\begin{equation}
|\mathbf d-\mathbf n|^2=2+2-2\,\mathbf d\cdot\mathbf n=2
\quad\Rightarrow\quad n_x+n_y=1 .
\end{equation}
The solutions are $(1,0,\pm1)$ and $(0,1,\pm1)$, four in all. By cubic symmetry this holds for each of the 12 neighbours. The number of triangles containing the origin is $12\times4/2=24$, and the number per molecule is
\begin{equation}
N_\triangle=\frac{24}{3}=8 .
\end{equation}

A second count uses planes. The triangle formed by the origin, $(1,1,0)$ and $(1,0,1)$ has the normal $(1,1,0)\times(1,0,1)=(1,-1,-1)$. By symmetry every neighbour triangle lies in a close-packed plane of the $\{111\}$ type. In such a plane a molecule has 6 neighbours, each sharing 2 further neighbours with it within the plane. That makes $6\times2/2/3=2$ triangles per molecule. There are four orientations of these planes, and each molecule lies in one plane of each orientation, so the total is $4\times2=8$.

\subsection{Result}

\begin{equation}
\boxed{E_{\rm nn}=8\times\frac{11}{8}\frac{C_9}{r^9}=+11\,\frac{C_9}{r^9}\quad\text{per molecule}}
\label{result}
\end{equation}
The sign is positive: these triangles weaken the binding. A single close-packed layer, with its 2 triangles per molecule, has $+\frac{11}{4}C_9/r^9$ from the same source.

The result can be checked without counting triangles. With neighbour couplings alone, (\ref{logdet}) was evaluated for a periodic crystal as an average over $8\times8\times8$ wave vectors, with all couplings multiplied by $s=\pm0.03$. The part odd in $s$, divided by $s^3$, came out as $11.0004\,C_9/r^9$. The next odd term is of order $s^5$, so a small relative deviation of order $s^2$ is expected. The even part, divided by $s^2$, gave $-6.0001\,C_6/r^6$, as it should for 12 neighbours shared in pairs.

\section{Comparison of the two}

The estimate had the right power. Its sign was not derived but assumed with the factor of one, and it proved correct. The size was too small by a factor of two, which splits into two parts:
\begin{equation}
\frac{11}{5.5}=\frac{8}{5.5}\times\frac{11}{8}.
\end{equation}
The first factor is the count. Seen from the centre, the other 11 neighbours lie at $60^\circ$, $90^\circ$, $120^\circ$ and $180^\circ$ from a given one, in numbers 4, 2, 4 and 1. Random placing put 2.75 within $60^\circ$; the lattice puts 4 there, all on the rim of the cap. The second factor is the angular term $3P=3/8$, which the estimate ignored.

\section{Triangles outside the count}

Equation (\ref{result}) is not the whole Axilrod-Teller energy of the crystal. The next groups have two sides $r$ enclosing an angle $\theta$. Their number per molecule is half of 12 times the numbers just listed, with no division by three, because the molecule at the apex is unique.

\begin{center}
\begin{tabular}{cccc}
$\theta$ & number & energy of each & sum ($C_9/r^9$)\\
$90^\circ$ & 12 & $1/(2\sqrt2)$ & $+4.243$\\
$120^\circ$ & 24 & $(1-\frac98)/(3\sqrt3)$ & $-0.577$\\
$180^\circ$ & 6 & $(1-3)/8$ & $-1.500$
\end{tabular}
\end{center}

The sign change can be located. With $x=\cos\theta$, the two base angles are $(\pi-\theta)/2$, and the product of their cosines is $\sin^2(\theta/2)=(1-x)/2$. The energy vanishes when $1+\frac32x(1-x)=0$, that is at $x=(3-\sqrt{33})/6=-0.457$, or $\theta\approx117^\circ$. The $120^\circ$ triangles lie just beyond this angle, which is why 24 of them contribute so little.

Summing all triangles that contain a central molecule and have their other two corners within a cutoff distance of it, then dividing by three, gives $19.13\,C_9/r^9$ for a cutoff of $6r$ and $19.16\,C_9/r^9$ for $8r$. The sum over the infinite lattice is $19.18\,C_9/r^9$. The equilateral neighbour triangles thus supply about 57\% of the total.

\section{Methane}

Solid methane has an fcc phase with orientationally disordered molecules. The dipole polarizability of a tetrahedral molecule is isotropic in any orientation; the disorder suits the orientation-averaged quadrupole response used further below. Take $r=0.42$ nm, a rough typical value. The C--H length is set to 0.109 nm, a chosen input of the calculation and not a measured result.

The polarizability was computed by time-dependent Hartree-Fock theory in the aug-cc-pVDZ basis. Its static value is $16.02\ {\rm bohr}^3$, and a Hartree-Fock calculation in a small static field gives the same. The frequency integrals yield $C_6=117.7$ hartree bohr$^6$ and $C_9=1381$ hartree bohr$^9=1.223\times10^{-7}$ eV nm$^9$. Electron correlation is left out. Second-order perturbation theory (MP2) in the same basis raises the static polarizability to $16.5\ {\rm bohr}^3$ and its cube by 10\%, so an error of that order in $C_9$ is to be expected; $C_9$ itself was not recomputed with correlation. The basis is finite: replacing the carbon set by aug-cc-pVTZ raises $C_9$ by 0.4\% and the quadrupole triple term below by 3\%, aug-cc-pVTZ on all atoms raises them by 0.6\% and 5\% (the quadrupole term from 1.66 to 1.75 meV), and the remaining basis error is not known. The digits given here and below let the arithmetic be followed and do not state an accuracy for real methane. With $0.42^9=4.067\times10^{-4}$,
\begin{equation}
E_{\rm nn}=\frac{11\times1.223\times10^{-7}}{4.067\times10^{-4}}\ {\rm eV}
=3.31\ {\rm meV}\quad(0.32\ {\rm kJ/mol}).
\end{equation}
The scaling estimate would have given half of this, 1.65 meV.

The neighbour pair energy $-6C_6/r^6$ is $-76.9$ meV, so the ratio of magnitudes is 4.3\%. The scaling argument can be sharpened here. For a single oscillator frequency $\omega_0$ the integrals give $C_6=\frac34\alpha^2\omega_0$ and $C_9=\frac9{16}\alpha^3\omega_0$, hence $C_9/C_6=\frac34\alpha$ with $\alpha$ the static value. The ratio is then $\frac{11}{6}\cdot\frac34\,\alpha/r^3=1.375\,\alpha/r^3$. With $r=7.937$ bohr, $\alpha/r^3=0.0320$ and the ratio is 4.4\%, close to the computed one.

\subsection{Terms left out, for the same crystal}

\emph{Other triangles.} The full sum raises the triple-dipole energy from 3.31 to 5.77 meV (5.76 meV with the $8r$ cutoff). The term $-C_6/r^6$ summed over all pairs gives $-92.6$ meV, so the ratio to this term becomes 6.2\%.

\emph{Quadrupoles.} One molecule of a triangle may respond through its quadrupole. Let it be molecule 3, with unit vectors $\mathbf u$ from 2 to 3 and $\mathbf v$ from 1 to 3, so that $\mathbf u\cdot\mathbf v=\frac12$. Its two couplings contain the third derivatives of $1/R$,
\begin{equation}
S_{abc}(\mathbf u)=\frac{3(u_a\delta_{bc}+u_b\delta_{ac}+u_c\delta_{ab})-15u_au_bu_c}{r^4},
\end{equation}
with a sign that occurs twice and cancels. Summing over the quadrupole indices,
\begin{equation}
r^8S_{acd}(\mathbf v)S_{bcd}(\mathbf u)=\tfrac{117}4v_au_b+18u_av_b-45(u_au_b+v_av_b)+9\delta_{ab}.
\end{equation}
Contract this with $D=1-3\mathbf{nn}$, where $\mathbf n=\mathbf v-\mathbf u$ points from 1 to 2. Here $\mathbf uD\mathbf v=\frac54$, $\mathbf uD\mathbf u=\mathbf vD\mathbf v=\frac14$ and ${\rm tr}\,D=0$, which gives $\frac{189}4\cdot\frac54-\frac{45}2=\frac{585}{16}$. Let $\alpha_q$ be the response of $(3z^2-r^2)/2$, averaged over orientations. The operators $\frac12r_cr_d$ then respond with strength $\alpha_q/6$, since $(3z^2-r^2)/2$ is their contraction with ${\rm diag}(-1,-1,2)$, whose squared norm is 6. With three choices of molecule, one triangle has
\begin{equation}
E_q=3\cdot\frac{195}{32}\,\frac1{\pi r^{11}}\int_0^\infty\alpha^2\alpha_q\,d\omega .
\end{equation}
For the 8 triangles this is $+1.66$ meV, half of the dipole result. At this distance the quadrupole term is therefore not small beside the dipole term. A tetrahedral molecule also has a mixed dipole-quadrupole response, which enters already at $r^{-10}$; for independent random orientations that term averages to zero, and it is left out here.

The pair energy has a quadrupole term too, $-C_8/r^8$ with $C_8=(15/\pi)\int_0^\infty\alpha\,\alpha_q\,d\omega$. Summed over all pairs it adds about $-47$ meV ($-49$ meV with the larger carbon set), much more than any triple term here. Terms with more quadrupoles or with higher multipoles were not computed, so nothing is shown about the convergence of the expansion.

\emph{Higher dipole orders.} With neighbour couplings alone, the fourth and higher terms of (\ref{logdet}) add up to $-0.99$ meV in the oscillator model, opposite in sign to $E_{\rm nn}$ and 30\% of its size. About $-0.07$ meV of this is pairwise. Couplings between more distant molecules bring the sum to about $-1.4$ meV.

\emph{Distance.} At fixed $C_9$, a 1\% shorter $r$ raises $E_{\rm nn}$ by 9.5\%, so the rough choice of $r$ alone leaves the second figure of $E_{\rm nn}$ uncertain. Thermal and zero-point motion, which a static lattice omits, change both the sides and the angles of a triangle. For independent Gaussian displacements of $0.03\,r$ along each axis, an illustrative size, the mean energy of an equilateral triangle rises by about 2.4\%.

\emph{Exchange, induction and charge overlap.} Exchange and induction also have non-pairwise parts. A Hartree-Fock calculation for three methane molecules on one equilateral triangle with $r=0.42$ nm, in a single orientation, gives about $-0.2$ meV for their sum. The Axilrod-Teller energy of that triangle is $+0.41$ meV, so in that orientation this part is about half as large and opposite in sign. Its size depends strongly on orientation: four threefold-symmetric arrangements, in a slightly smaller basis, give about $-0.07$, $-0.07$, $-0.08$ and, with a C--H bond of each molecule pointing to the centre of the triangle, $-2.0$ meV. Its average over orientations was not computed, nor was the effect of charge overlap on the dispersion terms.

The coefficient 11 follows from geometry and holds for any isotropic molecule on this lattice. The 3.3 meV is the size of one term in the energy of solid methane. It should not be read as the whole non-pairwise energy, since the omitted non-pairwise dispersion terms sized here have magnitudes between roughly 30 and 74\% of these 3.3 meV, and the exchange and induction part of one triangle ranges, with orientation, from about a fifth to several times its Axilrod-Teller energy. Most of the values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Neighbours per molecule: 12
Common neighbours of a neighbour pair: 4
Equilateral triangles containing one molecule: 24
Equilateral triangles per molecule: 8
Tetrahedra of mutual neighbours per molecule: 2
Equilateral factor, angular law: 1.3750
Equilateral factor, coupled oscillators: 1.3751
Cubic part of crystal energy / (C9/r^9): 11.0004
Square part of crystal energy / (C6/r^6): -6.0001
C-H length (rough input): 0.109 nm
Neighbour distance r (rough input): 0.42 nm = 7.9368 bohr
Static polarizability, response: 16.019 bohr^3
Static polarizability, finite field: 16.019 bohr^3
Static quadrupole polarizability: 111.0 bohr^5
C6: 117.7 hartree bohr^6
C9: 1381 hartree bohr^9 = 1.223e-07 eV nm^9
Energy of one equilateral triangle: 0.4134 meV
11 C9/r^9 per molecule: 3.307 meV = 0.319 kJ/mol
Neighbour pair energy -6 C6/r^6: -76.88 meV
Triple / pair size, neighbours only: 4.30 %
Sides r, r, sqrt(1) r: 8 per molecule, sum +11.0000 C9/r^9
Sides r, r, sqrt(2) r: 12 per molecule, sum +4.2426 C9/r^9
Sides r, r, sqrt(3) r: 24 per molecule, sum -0.5774 C9/r^9
Sides r, r, sqrt(4) r: 6 per molecule, sum -1.5000 C9/r^9
All triangles, cutoff 6 r: 19.126 C9/r^9
All triangles, cutoff 8 r: 19.159 C9/r^9
Share of the equilateral neighbour triangles: 57.4 %
All-triangle energy: 5.76 meV
All-pair coefficient: 7.227 C6/r^6
All-pair C6 energy: -92.60 meV
All triples / all pairs: 6.22 %
One-quadrupole triple energy, same triangles: 1.66 meV
One-quadrupole energy / (11 C9/r^9): 0.502
Fourth and higher dipole orders, neighbours: -0.99 meV
Rise of 11 C9/r^9 for 1% shorter r: 9.47 %
\end{verbatim}
